# Equal wavevector spacing of hyperbolic phonon modes in a boron nitride slab: a numerical check

```python
"""
Result under test: a lossless uniaxial slab (thickness d, permittivity eps_t
along the layers and eps_z normal to them, eps_t*eps_z < 0) between homogeneous
half-spaces eps_sub and eps_top has nonretarded modes at fixed frequency
    q_n = (s/d) (n pi + alpha + beta),   s = sqrt(-eps_z/eps_t),
    tan(alpha) = eps_sub s/eps_z,  tan(beta) = eps_top s/eps_z,
so that neighbouring in-plane wavevectors differ by pi s/d.
Frequencies w are in cm^-1, lengths in um inside the program, q in rad/um.
Phonon parameters are rough rounded values in the regime of hexagonal BN.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eig
from scipy.optimize import brentq

INPLANE = (4.9, 1370.0, 1610.0)    # eps_infinity, TO, LO
NORMAL = (3.0, 780.0, 830.0)
DAMPING = 5.0
THICK = 0.050
EPS_SUB, EPS_TOP = 2.0, 1.0
W_UP, W_LOW = 1500.0, 800.0
GAP = 0.005
SOFTENING = 2.0
LAYER = 0.00033


def permittivity(w, params, damping=0.0):
    eps_inf, to, lo = params
    loss = 1j * damping * w if damping else 0.0
    return eps_inf * (1 + (lo**2 - to**2) / (to**2 - w**2 - loss))


def both(w, damping=0.0):
    return permittivity(w, INPLANE, damping), permittivity(w, NORMAL, damping)


def slope_s(et, ez):
    return np.sqrt(-ez / et)


def ladder(n, et, ez, d=THICK, sub=EPS_SUB, top=EPS_TOP):
    s = slope_s(et, ez)
    return s / d * (n * np.pi + np.arctan(sub * s / ez) + np.arctan(top * s / ez))


# Galerkin matrices on the unit interval, normalised Legendre polynomials
NB = 32
nodes, weights = leg.leggauss(64)
norm = np.sqrt(2 * np.arange(NB) + 1)
values = leg.legvander(nodes, NB - 1) * norm
derivs = 2 * leg.legval(nodes, leg.legder(np.eye(NB))).T * norm
MASS = values.T @ (weights[:, None] / 2 * values)
STIFF = derivs.T @ (weights[:, None] / 2 * derivs)
AT_BOTTOM = norm * (-1.0) ** np.arange(NB)
AT_TOP = norm.copy()


def boundary(sub, top):
    return sub * np.outer(AT_BOTTOM, AT_BOTTOM) + top * np.outer(AT_TOP, AT_TOP)


def galerkin(et, ez, sub=EPS_SUB, top=EPS_TOP):
    """All Q = q d with Re Q > 0.05 from ez*S + Q*B + et*Q^2*M = 0."""
    zero, one = np.zeros((NB, NB)), np.eye(NB)
    left = np.block([[zero, one], [-ez * STIFF, -boundary(sub, top)]])
    right = np.block([[one, zero], [zero, et * MASS]])
    roots, vectors = eig(left, right)
    keep = np.where(roots.real > 0.05)[0]
    keep = keep[np.argsort(roots[keep].real)]
    return roots[keep], vectors[:NB, keep]


def real_shape(vector):
    return (vector / vector[np.argmax(abs(vector))]).real


# Ladder, node counts and branch slopes in both hyperbolic bands
largest_error = 0.0
branch_slope = {}
fine = np.linspace(-1, 1, 2001)
for w, first in ((W_UP, 0), (W_LOW, 1)):
    et, ez = both(w)
    assert et * ez < 0
    roots, shapes = galerkin(et, ez)
    orders = np.arange(first, first + 6)
    expected = ladder(orders, et, ez) * THICK
    error = np.max(abs(roots[:6] / expected - 1))
    largest_error = max(largest_error, error)
    assert error < 1e-7
    for j, n in enumerate(orders):
        profile = leg.legval(fine, real_shape(shapes[:, j]) * norm)
        assert np.sum(profile[1:] * profile[:-1] < 0) == n
    h = 0.05
    plus, minus = both(w + h), both(w - h)
    numeric = (galerkin(*plus)[0][:3] - galerkin(*minus)[0][:3]).real / (2 * h)
    det, dez = [(a - b) / (2 * h) for a, b in zip(plus, minus)]
    for j in range(3):
        f, Q = real_shape(shapes[:, j]), roots[j].real
        m, st = f @ MASS @ f, f @ STIFF @ f
        variational = -(dez * st + det * Q**2 * m) * Q / (et * Q**2 * m - ez * st)
        assert abs(numeric[j] / variational - 1) < 1e-4
        assert numeric[j] * ez > 0
    branch_slope[w] = numeric[0] / THICK

# Surroundings move the ladder but not its spacing; the inverse ratio fails
et, ez = both(W_UP)
s = slope_s(et, ez)
spacing = np.pi * s / THICK
inverted = np.pi / (s * THICK)
for sub, top in ((1.0, 1.0), (12.0, 1.0), (-50.0, 1.0), (2.0, 5.0)):
    steps = np.diff(galerkin(et, ez, sub, top)[0][:6].real) / THICK
    assert np.max(abs(steps / spacing - 1)) < 1e-6
    assert np.min(abs(steps / inverted - 1)) > 0.1

# Outside the hyperbolic bands, with all permittivities positive: no modes
et_pos, ez_pos = both(1000.0)
assert et_pos > 0 and ez_pos > 0
roots_pos = galerkin(et_pos, ez_pos)[0]
assert not np.any(abs(roots_pos.imag) < 1e-6)


# Ray direction from finite differences of the bulk dispersion w(q, K)
def bulk_frequency(q, K):
    def condition(w):
        a, b = both(w)
        return a * q**2 + b * K**2
    return brentq(condition, 1370.001, 1609.999, xtol=1e-11, rtol=1e-14)


K_ray, q_ray, h = 1.0, s, 1e-4
v_x = (bulk_frequency(q_ray + h, K_ray) - bulk_frequency(q_ray - h, K_ray)) / (2 * h)
v_z = (bulk_frequency(q_ray, K_ray + h) - bulk_frequency(q_ray, K_ray - h)) / (2 * h)
hop = 2 * THICK * abs(v_x / v_z)
assert abs(hop * spacing / (2 * np.pi) - 1) < 1e-5


# Full Maxwell TM modes: H_y and (dH_y/dz)/eps_t are continuous
k0 = 2 * np.pi * W_UP * 1e-4


def retarded_mode(n, d):
    def mismatch(q):
        kz = np.sqrt(et * (k0**2 - q**2 / ez))
        g = np.sqrt(q**2 - EPS_SUB * k0**2) / EPS_SUB
        c, sn = np.cos(kz * d), np.sin(kz * d)
        h_top = c + g * et / kz * sn
        g_top = g * c - kz / et * sn
        return g_top + np.sqrt(q**2 - EPS_TOP * k0**2) / EPS_TOP * h_top
    guess, width = ladder(n, et, ez, d), 0.15 * np.pi * s / d
    return brentq(mismatch, guess - width, guess + width, xtol=1e-12)


q = ladder(np.arange(6), et, ez)
q_ret = np.array([retarded_mode(n, THICK) for n in range(6)])
shift_ret = q_ret[0] / q[0] - 1
shift_half = retarded_mode(0, THICK / 2) / ladder(0, et, ez, THICK / 2) - 1
assert abs(shift_ret / shift_half - 4) < 0.2
spacing_ret = q_ret[1] - q_ret[0]


# Nonretarded modes with an air gap between substrate and slab
def gap_mode(n, gap):
    def mismatch(q):
        ch, sh = np.cosh(q * gap), np.sinh(q * gap)
        phi, disp = ch + EPS_SUB * sh, EPS_SUB * ch + sh
        c, sn = np.cos(q * THICK / s), np.sin(q * THICK / s)
        phi_top = phi * c + disp * s / ez * sn
        disp_top = disp * c - phi * ez / s * sn
        return disp_top + EPS_TOP * phi_top
    guess = ladder(n, et, ez)
    return brentq(mismatch, guess - 0.15 * spacing, guess + 0.15 * spacing, xtol=1e-12)


steps_no_gap = np.diff([gap_mode(n, 0.0) for n in range(6)])
steps_gap = np.diff([gap_mode(n, GAP) for n in range(6)])
assert np.max(abs(steps_no_gap / spacing - 1)) < 1e-9
assert np.ptp(steps_gap) / spacing > 0.01

# Damping: complex continuation of the ladder against the complex eigenproblem
for w, first in ((W_UP, 0), (W_LOW, 1)):
    et_c, ez_c = both(w, DAMPING)
    continued = ladder(np.arange(first, first + 4), et_c, ez_c) * THICK
    assert np.max(abs(galerkin(et_c, ez_c)[0][:4] / continued - 1)) < 1e-6
    assert np.all(continued.imag * ez > 0) if w == W_UP else np.all(continued.imag < 0)
et_c, ez_c = both(W_UP, DAMPING)
q_lossy = ladder(np.arange(300), et_c, ez_c)
spacing_lossy = (np.pi * slope_s(et_c, ez_c) / THICK).real
merged = np.where(2 * q_lossy.imag >= spacing_lossy)[0]
assert len(merged) > 0

# Assumed thermal softening of the in-plane phonon
soft = (INPLANE[0], INPLANE[1] - SOFTENING, INPLANE[2] - SOFTENING)
spacing_soft = np.pi * slope_s(permittivity(W_UP, soft), ez) / THICK
K5 = q[5] / s

print(f"in-plane eps_inf, TO, LO (cm^-1): {INPLANE}")
print(f"normal eps_inf, TO, LO (cm^-1): {NORMAL}")
print(f"slab thickness: {THICK*1e3:.1f} nm")
print(f"substrate and top permittivity: {EPS_SUB:.1f}, {EPS_TOP:.1f}")
print(f"main frequency: {W_UP:.0f} cm^-1")
print(f"eps_t, eps_z: {et:.4f}, {ez:.4f}")
print(f"s = sqrt(-eps_z/eps_t): {s:.4f}")
print(f"alpha, beta: {np.arctan(EPS_SUB*s/ez):.4f}, {np.arctan(EPS_TOP*s/ez):.4f} rad")
print(f"spacing pi*s/d: {spacing:.3f} rad/um = {spacing*1e-3:.5f} rad/nm")
print(f"spacing if the ratio were inverted (wrong): {inverted:.3f} rad/um")
for n in range(6):
    print(f"n={n}: q = {q[n]:.3f} rad/um, wavelength = {2e3*np.pi/q[n]:.2f} nm")
print(f"ray hop per round trip, from group velocity: {hop*1e3:.2f} nm")
print(f"largest relative error of ladder vs eigenproblem: {largest_error:.1e}")
print(f"dq/dw of lowest mode at {W_UP:.0f} cm^-1: {branch_slope[W_UP]:.4f} (rad/um)/cm^-1")
et_l, ez_l = both(W_LOW)
s_l = slope_s(et_l, ez_l)
print(f"second frequency: {W_LOW:.0f} cm^-1")
print(f"eps_t, eps_z there: {et_l:.4f}, {ez_l:.4f}")
print(f"s there: {s_l:.4f}; spacing there: {np.pi*s_l/THICK:.3f} rad/um")
print(f"lowest mode there (n=1): {ladder(1, et_l, ez_l):.3f} rad/um")
print(f"dq/dw of lowest mode there: {branch_slope[W_LOW]:.4f} (rad/um)/cm^-1")
print(f"free-space wavevector at main frequency: {k0:.4f} rad/um")
print(f"(k0/q_0)^2: {(k0/q[0])**2:.5f}")
print(f"retardation, relative shift of q_0: {100*shift_ret:.3f} %")
print(f"retardation shift ratio, d against d/2: {shift_ret/shift_half:.3f}")
print(f"retardation, change of first spacing: {100*(spacing_ret/spacing-1):.4f} %")
print(f"phonon damping (rough input): {DAMPING:.1f} cm^-1")
print(f"Im q_0, Im q_5: {q_lossy[0].imag:.3f}, {q_lossy[5].imag:.3f} rad/um")
print(f"amplitude decay length of n=0: {1e3/q_lossy[0].imag:.0f} nm")
print(f"damping, change of real spacing: {100*(spacing_lossy/spacing-1):.4f} %")
print(f"first n with 2 Im q_n >= spacing: {merged[0]}")
print(f"air gap: {GAP*1e3:.1f} nm")
print("spacings with gap (rad/um): " + ", ".join(f"{x:.3f}" for x in steps_gap))
print(f"spread of spacings with gap: {100*np.ptp(steps_gap)/spacing:.2f} %")
print(f"assumed phonon softening: {SOFTENING:.1f} cm^-1")
print(f"softening, change of spacing: {100*(spacing_soft/spacing-1):.2f} %")
print(f"layer spacing (rough input): {LAYER*1e3:.2f} nm")
print(f"one layer more, change of spacing: {100*(THICK/(THICK+LAYER)-1):.2f} %")
print(f"phase per layer K*b of n=5: {K5*LAYER:.4f} rad")
print(f"discreteness estimate (K*b)^2/24 of n=5: {100*(K5*LAYER)**2/24:.4f} %")
print("all assertions hold")
```

Running it gives:

```
in-plane eps_inf, TO, LO (cm^-1): (4.9, 1370.0, 1610.0)
normal eps_inf, TO, LO (cm^-1): (3.0, 780.0, 830.0)
slab thickness: 50.0 nm
substrate and top permittivity: 2.0, 1.0
main frequency: 1500 cm^-1
eps_t, eps_z: -4.4929, 2.8529
s = sqrt(-eps_z/eps_t): 0.7969
alpha, beta: 0.5094, 0.2724 rad
spacing pi*s/d: 50.068 rad/um = 0.05007 rad/nm
spacing if the ratio were inverted (wrong): 78.850 rad/um
n=0: q = 12.460 rad/um, wavelength = 504.27 nm
n=1: q = 62.528 rad/um, wavelength = 100.49 nm
n=2: q = 112.596 rad/um, wavelength = 55.80 nm
n=3: q = 162.664 rad/um, wavelength = 38.63 nm
n=4: q = 212.732 rad/um, wavelength = 29.54 nm
n=5: q = 262.800 rad/um, wavelength = 23.91 nm
ray hop per round trip, from group velocity: 125.49 nm
largest relative error of ladder vs eigenproblem: 1.4e-11
dq/dw of lowest mode at 1500 cm^-1: 0.1965 (rad/um)/cm^-1
second frequency: 800 cm^-1
eps_t, eps_z there: 7.7333, -4.6424
s there: 0.7748; spacing there: 48.682 rad/um
lowest mode there (n=1): 41.127 rad/um
dq/dw of lowest mode there: -2.0209 (rad/um)/cm^-1
free-space wavevector at main frequency: 0.9425 rad/um
(k0/q_0)^2: 0.00572
retardation, relative shift of q_0: 0.507 %
retardation shift ratio, d against d/2: 3.994
retardation, change of first spacing: -0.0887 %
phonon damping (rough input): 5.0 cm^-1
Im q_0, Im q_5: 0.491, 5.780 rad/um
amplitude decay length of n=0: 2036 nm
damping, change of real spacing: -0.0242 %
first n with 2 Im q_n >= spacing: 24
air gap: 5.0 nm
spacings with gap (rad/um): 48.614, 49.308, 49.648, 49.827, 49.927
spread of spacings with gap: 2.62 %
assumed phonon softening: 2.0 cm^-1
softening, change of spacing: 1.69 %
layer spacing (rough input): 0.33 nm
one layer more, change of spacing: -0.66 %
phase per layer K*b of n=5: 0.1088 rad
discreteness estimate (K*b)^2/24 of n=5: 0.0494 %
all assertions hold
```
